# Why intermediate spin is never lowest in an octahedral d6 ion

A nickel oxide used as a switching layer can change resistance when oxygen or charge moves through it. The motion alters the valence of the nickel ions and the bonds around them, and with the bonds the energies of the 3d orbitals. Take a Ni$^{4+}$ ion, which has six 3d electrons, at the centre of an octahedron of ligands. In a strong ligand field its spin is $S=0$; in a weak field it is $S=2$. If the field is slowly weakened, does the ion pass through a range in which $S=1$ is the ground state? The value 1 lies between 0 and 2, but that says nothing yet about its energy.

## The counter-example

The octahedron splits the 3d level into three lower orbitals, $t_{2g}$ ($xy$, $yz$, $xz$), and two upper ones, $e_g$ ($z^2$, $x^2-y^2$), separated by $D>0$. The simplest model of the interaction has two more parameters. Each pair of electrons with parallel spins lowers the energy by $J>0$, and each doubly occupied orbital raises it by $p$. Repulsion common to all pairs is the same for every arrangement of six electrons and is dropped.

The three candidates are:

- low spin (LS), $t_{2g}^6$: three up, three down, hence $3+3=6$ parallel pairs and three double occupations;
- intermediate spin (IS), $t_{2g}^5e_g^1$: four up, two down, hence $6+1=7$ parallel pairs and two double occupations;
- high spin (HS), $t_{2g}^4e_g^2$: five up, one down, hence $10+0=10$ parallel pairs and one double occupation.

Their energies are therefore
$$E_0=3p-6J,\qquad E_1=D+2p-7J,\qquad E_2=2D+p-10J,$$
where the index is the spin. Measured from LS,
$$E_1-E_0=D-p-J,\qquad E_2-E_0=2(D-p)-4J. \tag{1}$$

The first spin step gains one parallel pair; the second gains three. Each costs $D-p$. The first step is thus the poorer bargain, and the ion has no reason to stop after it.

For numbers, I use the 3d integrals of a free Ni$^{4+}$ ion from nonrelativistic restricted Hartree–Fock theory, with the six 3d electrons spread evenly over the five orbitals. This omits correlation, and the fractional occupation overstates the repulsion within the open shell; averaging over the true six-electron configurations instead would raise the integrals below by 3 to 4 percent. The Slater integrals are $F^2=13.86$ eV and $F^4=8.69$ eV; going from the smaller to the larger basis shifts them by at most 0.22 percent, and uncontracting the larger basis lowers them by about 0.2 percent, so the basis set alone leaves the second decimal uncertain. The Racah parameters, defined by
$$B=\frac{F^2}{49}-\frac{5F^4}{441},\qquad C=\frac{35F^4}{441},$$
are then 0.184 and 0.690 eV. A round factor of 0.7, chosen to represent screening in an oxide, gives $B=0.129$ eV and $C=0.483$ eV. As derived below,
$$J=\tfrac52B+C=0.806\text{ eV},\qquad p=2C-\tfrac52B=0.643\text{ eV}.$$

Take $D=2.5$ eV, a rough model value. Equation (1) gives
$$E_1-E_0=2.5-0.643-0.806=1.05\text{ eV},$$
$$E_2-E_0=2(2.5-0.643)-4(0.806)=0.49\text{ eV}.$$
The intermediate spin is the highest of the three. Now weaken the field until LS and HS are degenerate. Setting $E_2=E_0$ in (1) gives $D=2J+p=2.25$ eV, and there
$$E_1-E_0=2J-J=J=0.81\text{ eV}.$$
At the very point where a stable middle step was expected, IS lies 0.81 eV above both its neighbours.

## The general statement and its proof

**Statement.** In the pair-counting model with $D>0$ and $J>0$, every $S=1$ arrangement of an isolated octahedral $d^6$ ion lies at least $J$ above the ground state, whatever the value of $p$.

"Isolated" means six electrons in the five d orbitals, with no exchange of electrons with the surroundings. "Octahedral" means that each of the two sets $t_{2g}$ and $e_g$ is degenerate. Spin–orbit coupling is left out.

With $3+S$ electrons up and $3-S$ down, the number of parallel pairs is
$$\frac{(3+S)(2+S)+(3-S)(2-S)}2
=\frac{(6+5S+S^2)+(6-5S+S^2)}2=6+S^2.$$
The three candidates have $S$ electrons in $e_g$ and $3-S$ double occupations, so
$$E_S=SD+(3-S)p-J(6+S^2),$$
$$E_S-E_0=S(D-p)-JS^2. \tag{2}$$

The field and the same-orbital cost enter linearly in $S$; exchange enters as $-S^2$. Equation (2) is a concave function, and its middle value exceeds the mean of its ends:
$$E_1-\frac{E_0+E_2}{2}=(D-p-J)-(D-p-2J)=J. \tag{3}$$
The lower of two numbers cannot exceed their mean. Hence $\min(E_0,E_2)\le E_1-J$, and IS is at least $J$ above the ground state.

It remains to exclude other arrangements with four electrons up and two down. Let $m$ be the number of doubly occupied orbitals; then $6-m$ orbitals are occupied. There are only five orbitals, so $m\ge1$, and only two down electrons, so $m\le2$.

If $m=1$, all five orbitals are occupied and at least two electrons are in $e_g$. The energy is at least $2D+p-7J=E_2+3J$. If $m=2$, four orbitals are occupied, one of which must belong to $e_g$. The energy is at least $D+2p-7J=E_1$. Both cases lie at least $J$ above the ground state, which completes the proof.

One point about spin labels matters here. The counting model sorts arrangements by the difference between up and down electrons, whereas $S$ is the total spin. The three candidates are pure spin states: their singly occupied orbitals all carry parallel spins. An arrangement with $m=1$ and one reversed spin can be a mixture of $S=1$ and $S=2$. Every $S=1$ level nevertheless has a component with four up and two down, so the proof has covered all the arrangements from which such a component can be built.

The size of the gap follows too. With three up and three down there are six parallel pairs. For $m=3$ the energy is at least $E_0$; for $m=2$ it is at least $D+2p-6J=E_1+J$; for $m=1$ it is at least $2D+p-6J=E_2+4J$. With five up and one down it is at least $E_2$. The ground state is therefore LS or HS. If $D\ge p$, the energy $E_1$ does not exceed that of the reversed-spin arrangement, because $(E_2+3J)-E_1=D-p$. Since the lower of $E_0,E_2$ is their mean minus half their separation,
$$E_1-\min(E_0,E_2)=J+\tfrac12|E_2-E_0|=J+|D-p-2J|. \tag{4}$$
If $D<p$, the ground state is HS and the lowest $S=1$ arrangement is HS with one spin reversed, $3J$ higher.

Equation (1) also shows when IS does lie between the other two in energy. It is below LS for $D-p<J$, but HS is then lower still. It is below HS for $D-p>3J$, but LS is then lower still. For $J<D-p<3J$ it is above both.

## Where the two parameters come from

A single $J$ for all orbital pairs is a simplification. The actual exchange integrals differ, and they decide whether the counting survives.

Write each real d orbital on the unit sphere as $d_i=\sqrt{15/8\pi}\;\mathbf n^TQ_i\mathbf n$, where $Q_i$ is a symmetric traceless matrix and $\mathrm{Tr}\,Q_iQ_j=\delta_{ij}$. All five orbitals share one radial function. In atomic units their repulsion is then $\sum_l F^lP_l(\cos\gamma)$ with $l=0,2,4$, where $\gamma$ is the angle between the two electrons. The kernel $P_l$ selects the part of a density with angular momentum $l$ and multiplies it by $4\pi/(2l+1)$.

**Direct integrals.** If $Q$ has eigenvalues $a,b,-(a+b)$, then $\mathrm{Tr}\,Q^2=2(a^2+ab+b^2)$ and $\mathrm{Tr}\,Q^4=2(a^2+ab+b^2)^2$, so $\mathrm{Tr}\,Q^4=\frac12$ for every normalized orbital. The total norm of $d^2$ and its $l=0$ and $l=2$ parts depend only on these two traces; the $l=4$ part is the remainder. Every real d orbital therefore has the same self-repulsion $U$. Apply this to $\alpha d_i+\beta d_j$, whose self-repulsion must be $U(\alpha^2+\beta^2)^2$. The terms in $\alpha^2\beta^2$ give $2J_{ij}+4K_{ij}=2U$, so
$$J_{ij}=U-2K_{ij}, \tag{5}$$
with $J_{ij}$ the direct and $K_{ij}$ the exchange integral.

**Exchange integrals.** The same argument for $\int d^4$ gives $\int d_i^2d_j^2=\frac13\int d_i^4$. For $xy$, the sphere average of $x^4y^4$ is $9/945$, so $4\pi\int d^4=225(9/945)=15/7$, and the density $d_id_j$ has $4\pi$ times norm squared equal to $5/7$. Its $l=0$ part vanishes by orthogonality. Let $M=\frac12(Q_iQ_j+Q_jQ_i)$. For a third normalized matrix $R$, the sphere average of $(\mathbf n^TQ_i\mathbf n)(\mathbf n^TQ_j\mathbf n)(\mathbf n^TR\mathbf n)$ is $\frac8{105}\mathrm{Tr}\,MR$: of the 15 ways to pair six components of $\mathbf n$, the 8 that link all three matrices survive, the others containing a zero trace. Squaring, and restoring the normalization, gives $4\pi$ times the $l=2$ norm squared as $\frac{120}{49}\mathrm{Tr}\,M^2$. With $\nu=24\,\mathrm{Tr}\,M^2$ this is $5\nu/49$, and the $l=4$ share is $5/7-5\nu/49$. Dividing by $2l+1$,
$$K_{ij}=\frac{\nu}{49}F^2+\frac{35-5\nu}{441}F^4=\nu B+C. \tag{6}$$
Multiplying the matrices gives $\nu=3$ for two $t_{2g}$ orbitals and 4 for the two $e_g$ orbitals. For $xy$ it is 0 with $x^2-y^2$ and 4 with $z^2$. For $yz$ or $xz$ it is 3 with $x^2-y^2$ and 1 with $z^2$. Each orbital's four values add to 10, and all ten pairs add to 25. The mean exchange integral is thus $\frac52B+C$.

**Energies.** A pair in one orbital costs $U$. In different orbitals, an antiparallel pair costs $U-2K_{ij}$ and a parallel pair $U-3K_{ij}$. Each arrangement has 15 pairs, so $15U$ is common.

LS has six parallel pairs and six antiparallel pairs in different orbitals, all with $\nu=3$:
$$E_0=15U-(18+12)(3B+C)=15U-90B-30C.$$
For HS the five up electrons contain all ten pairs. The down electron, in $xy$, meets four up electrons in other orbitals:
$$E_2=2D+15U-3(25B+10C)-2(10B+4C)=2D+15U-95B-38C.$$
For IS put the up electrons in $xy,yz,xz,x^2-y^2$ and the down electrons in $yz,xz$. The parallel pairs have total exchange $(15B+6C)+(3B+C)=18B+7C$. Each down electron meets three up electrons in other orbitals, with exchange $9B+3C$. Hence
$$E_1=D+15U-3(18B+7C)-2(18B+6C)=D+15U-90B-33C.$$
Consequently
$$E_1-E_0=D-3C,\qquad E_2-E_0=2D-5B-8C, \tag{7}$$
$$E_1-\tfrac12(E_0+E_2)=\tfrac52B+C.$$

Comparison with (1) gives $p+J=3C$ and $2p+4J=5B+8C$, whose solution is the pair of values used in the example. The excess over the midpoint equals the mean exchange integral, so the counting rule keeps its form.

## Mixing of configurations

Equation (7) uses single arrangements. The full repulsion also mixes arrangements of equal spin and symmetry, and concavity alone does not settle what happens then. The problem has 210 states and can be diagonalized numerically.

At $D=2.5$ eV, IS and HS lie 1.16 and 0.82 eV above LS, instead of 1.05 and 0.49 eV. The $S=2$ states are one $t_{2g}$ triplet and one $e_g$ doublet in their orbital part; these cannot mix, so the HS energy is unchanged. The difference thus measures a lowering of LS by 0.33 eV. The IS level falls by $0.33-0.11=0.22$ eV. The crossing moves down to $D=2.07$ eV, and the IS gap there is 0.74 eV instead of 0.81 eV.

For $C/B=3,4,5,6$, a scan over $0\le D\le60B$ gives least IS gaps of $4.9B$, $6.0B$, $7.2B$ and $8.3B$. The conclusion survives mixing at these four ratios. This is a numerical result, not an extension of the proof to arbitrary $C/B$.

## What can stabilize intermediate spin

**A split $e_g$ level.** Let a distortion separate the two $e_g$ orbitals by $\delta$ about their mean, with $t_{2g}$ kept degenerate. IS puts its one $e_g$ electron in the lower orbital and gains $\delta/2$. HS fills both equally and gains nothing; LS has no $e_g$ electron. IS lies below LS if $D-p<J+\delta/2$, and below HS if $D-p>3J-\delta/2$. Both hold when
$$|D-p-2J|<\frac{\delta}{2}-J,$$
which requires $\delta>2J=1.61$ eV here.

With all states included, and $D$ varied from 1 to 4 eV, the threshold is 1.49 eV if $x^2-y^2$ is lowered and 1.80 eV if $z^2$ is lowered. An asymmetry of this sign is expected from (6). The IS arrangement used above is LS with an electron moved from $xy$ to $x^2-y^2$. Moving one from $yz$ to $z^2$ instead gives an antiparallel exchange sum of $17B+6C$ in place of $18B+6C$, with the same parallel sum, so this arrangement costs $2B$ more. Within this model of the isolated ion, distortion is therefore a way out, but it must be large. A real tetragonal distortion also splits $t_{2g}$, which shifts these thresholds.

**Relaxing bonds.** Electrons in $e_g$ lengthen the bonds, and one might hope that this helps IS. Let a bond displacement $q$ reduce the splitting to $D-gq$ at elastic cost $kq^2/2$. With $S$ electrons in $e_g$, minimizing $-Sgq+kq^2/2$ gives $q=Sg/k$ and an energy $-\lambda S^2$, where $\lambda=g^2/2k$. This has the same concave form as exchange, and the excess in (3) becomes $J+\lambda$.

Take six bonds of rough length 1.90 Å and stiffness 12 eV/Å$^2$ each, with $D$ varying as the inverse fifth power of length. The relaxed bonds are then 1.91, 1.98 and 2.02 Å for LS, IS and HS. The IS bond is intermediate; its energy is not. With all states included and each spin at its own bond length, the IS gap at the relaxed crossing rises from 0.74 to 0.89 eV. Here all six bonds change equally. An unequal change, the Jahn–Teller distortion, favours IS and would take back part of this rise.

**Spin–orbit coupling and heat.** With a rough coupling of 0.1 eV, the $S=1$ weight in the ground state stays below 10 percent for $D$ within 0.5 eV of the crossing. The coupling mixes IS in without making it dominant. At 400 K and fixed bonds, the thermal share of $S=1$ at the crossing is of order $10^{-10}$. The lowest IS level has nine states against sixteen for LS and HS together, but the gap is about 21 times the thermal energy.

**Covalency.** A ligand electron may enter the d shell, and then the ion is no longer isolated. To gauge the effect, two filled ligand orbitals of $e_g$ symmetry were added, with a d–d repulsion of 6 eV. The transfer energy is the distance, at $D=0$, between the centres of the $d^6$ configuration and of $d^7$ with one ligand hole; as $D$ grows, the $t_{2g}$ orbitals stay fixed and the $e_g$ orbitals rise by $D$. With $D$ varied from 0 to 4 eV, the least IS gap is:

| Transfer energy (eV) | Hopping 1 eV | Hopping 2 eV |
|---:|---:|---:|
| 4 | 0.70 eV | 0.60 eV |
| 0 | 0.41 eV | 0.22 eV |

IS does not become the ground state in these four cases, but the margin can shrink to less than a third of its isolated value.

## Reading the result for a nickel oxide

Formal Ni$^{4+}$ in an oxide is strongly covalent, so the row with zero transfer energy is a more relevant warning than the isolated ion. The parameters above are rough. Bands were not examined. The table stops at zero transfer energy; at $-2$ eV, with hopping 1 eV and $D=1$ eV, the same cluster model puts an $S=1$ state 0.17 eV below the other two spins. That state has about 0.9 ligand hole and nearly two $e_g$ electrons, so it is mainly $t_{2g}^5e_g^2$ with a ligand hole, not the $t_{2g}^5e_g^1$ arrangement of the isolated ion. In a switching layer, an oxygen vacancy beside the ion also removes a ligand and destroys the octahedral symmetry on which the proof rests. In the four cases of the table, covalency lowers the gap from 0.74 to as little as 0.22 eV; this is not a lower bound, and at zero transfer energy a hopping of 2.5 eV gives 0.17 eV. In the isolated ion with $t_{2g}$ kept degenerate, an $e_g$ splitting of about 1.5 to 1.8 eV closes it. In a covalent ion a smaller splitting can suffice. An $S=1$ state proposed for such a material therefore needs a stated cause, such as distortion or ligand holes; its place between 0 and 2 is not one. The numerical output below gives most of these values to more digits.

## Computed results

```
PAIR COUNTING
LS: parallel pairs 6, eg electrons 0, double occupations 3
IS: parallel pairs 7, eg electrons 1, double occupations 2
HS: parallel pairs 10, eg electrons 2, double occupations 1
NI4+ HARTREE-FOCK INTEGRALS
F2, F4 (def2-TZVP s,p,d part): 13.836, 8.671 eV
F2, F4 (def2-QZVP s,p,d part): 13.864, 8.690 eV
largest basis shift: 0.218 percent
free-ion B, C: 0.1844, 0.6897 eV
screening factor: 0.70
screened B, C: 0.1291, 0.4828 eV
mean exchange J, same-orbital cost p: 0.8055, 0.6428 eV
LEVELS RELATIVE TO LS
example splitting D: 2.50 eV
single determinants, IS and HS: 1.0517, 0.4923 eV
full multiplets, IS and HS: 1.1590, 0.8241 eV
counted crossing D: 2.2538 eV; IS gap there: 0.8055 eV
full crossing D: 2.0732 eV; IS gap there: 0.7405 eV
C/B=3: least full IS gap 4.879 B at D=13.29 B
C/B=4: least full IS gap 6.035 B at D=17.03 B
C/B=5: least full IS gap 7.171 B at D=20.76 B
C/B=6: least full IS gap 8.293 B at D=24.49 B
NEGLECTED EFFECTS
thermal S=1 fraction at crossing, 400 K: 2.63e-10
counted eg-splitting threshold 2J: 1.611 eV
full eg-splitting threshold, z2 lower: 1.795 eV
full eg-splitting threshold, x2-y2 lower: 1.488 eV
spin-orbit coupling: 0.10 eV; largest S=1 ground weight: 0.0737
bond length, stiffness: 1.90 angstrom, 12.0 eV/angstrom^2
relaxed crossing D at reference length: 2.483 eV
relaxed LS, IS, HS bonds: 1.906, 1.976, 2.024 angstrom
relaxed IS gap: 0.887 eV
cluster d-d repulsion U: 6.0 eV
cluster scan of bare D: 0 to 4 eV; negative gap means IS ground state
transfer 4.0, hopping 1.0 eV: least IS gap 0.703 eV at D=1.861 eV; HS-LS=0.000 eV
transfer 4.0, hopping 2.0 eV: least IS gap 0.604 eV at D=1.299 eV; HS-LS=-0.000 eV
transfer 0.0, hopping 1.0 eV: least IS gap 0.414 eV at D=1.479 eV; HS-LS=-0.000 eV
transfer 0.0, hopping 2.0 eV: least IS gap 0.221 eV at D=0.551 eV; HS-LS=0.000 eV
```
